**Squared-pressure law for a bubbler delivery line**

For steady, isothermal, laminar flow of an ideal gas, the program tests p₁² − p₂² = S with S = 16μLR_gTn/(πR⁴). Here p₁ and p₂ are the bubbler and reactor-end pressures, μ is the viscosity, L and R are the line's length and radius, T is its temperature, n is the molar flow and R_g is the gas constant. A radial finite-volume solution supplies the local friction, and a numerical march along the line is asserted to agree with the integrated law at three outlet pressures and two flows. Further assertions cover the pressure profile, the sensitivity p₂/p₁, wall slip, inertia, choking, a valve in series, vapour pickup and headspace settling. For 50 sccm of nitrogen through 2 m of 4 mm bore at 373 K into 1 Torr, the output gives a bubbler pressure of 9.37 Torr. A line of 10 mm bore and 0.5 m length gives only 1.25 Torr at the same flow, temperature and reactor pressure. Slip, inertia, vapour loading and the model valve together shift the 9.37 Torr result by 0.8%, with partial cancellation between them. Gas properties are rough typical values, and the mixture viscosity rests on Wilke's semi-empirical rule.

## Numerical check

```python
# Result under test: steady isothermal laminar flow of an ideal gas in a long
# round line obeys  p_in^2 - p_out^2 = S,
#   S = 16 * viscosity * length * Rg * T * flow / (pi * radius^4).
# p_in: bubbler headspace pressure; p_out: pressure at the reactor end;
# flow: molar flow; Rg: gas constant; T: line temperature.
# Internal units are SI; pressures are printed in Torr.
# The independent road is a radial flow solution plus a march along the line.
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

Rg, torr = constants.R, constants.torr
sccm = 1e-6 / 60 * constants.atm / (Rg * 273.15)  # mol/s

# Example inputs; gas and precursor properties are rough typical values
T, T_bubbler = 373.0, 333.0
radius, length = 2e-3, 2.0
viscosity, molar_mass = 21e-6, 0.028
carrier = 50 * sccm
p_out = 1.0 * torr
p_vapour = 0.3 * torr
vapour_viscosity, vapour_mass = 9e-6, 0.350
valve_radius, valve_length = 1e-3, 1e-2
headspace = 3e-4


def duct_profile(slip, cells=400):
    """Solve (1/r)(r u')' = -1 on 0<r<1 with wall speed -slip*u'(1).
    Returns mean speed and momentum factor <u^2>/<u>^2."""
    h = 1 / cells
    r = (np.arange(cells) + 0.5) * h
    face = (np.arange(cells) + 1) * h
    gradient = np.cumsum(r * h) / face
    u_last = gradient[-1] * (slip + h / 2)
    inner = np.cumsum((gradient[:-1] * h)[::-1])[::-1]
    u = u_last + np.append(inner, 0.0)
    mean = 2 * np.sum(u * r * h)
    return mean, 2 * np.sum(u**2 * r * h) / mean**2


NO_SLIP = duct_profile(0.0)


def free_path_times_p(mu, mass):
    return mu * np.sqrt(np.pi * Rg * T / (2 * mass))


def march(p_end, span, bore_radius=radius, flow=carrier, mu=viscosity,
          mass=molar_mass, slip=False, inertia=False):
    """Integrate the local momentum balance upstream from p_end."""
    flux = flow * mass / (np.pi * bore_radius**2)
    a = flux**2 * Rg * T / mass

    def slope(y, state):
        p = state[0]
        if slip:
            s = free_path_times_p(mu, mass) / (p * bore_radius)
            mean, beta = duct_profile(s)
        else:
            mean, beta = NO_SLIP
        speed = flow * Rg * T / (p * np.pi * bore_radius**2)
        friction = mu * speed / (bore_radius**2 * mean)
        return [friction / (1 - (beta * a / p**2 if inertia else 0.0))]

    run = solve_ivp(slope, (0, span), [p_end], rtol=1e-9, atol=1e-9)
    assert run.success
    return run.y[0, -1]


def squared_drop(flow=carrier, mu=viscosity, bore_radius=radius, span=length):
    return 16 * mu * span * Rg * T * flow / (np.pi * bore_radius**4)


def close(x, y, tol=1e-4):
    return abs(x - y) <= tol * abs(y)


# Local laminar flow: mean speed, slip factor, momentum factor
assert close(NO_SLIP[0], 1 / 8)
assert close(NO_SLIP[1], 4 / 3)
assert close(duct_profile(0.05)[0], (1 + 4 * 0.05) / 8)

# Squared-pressure law at several outlet pressures and flows
S = squared_drop()
floor = np.sqrt(S)
p_in = np.sqrt(p_out**2 + S)
for end in (0.5 * torr, p_out, 20 * torr):
    for flow in (carrier / 4, carrier):
        assert close(march(end, length, flow=flow),
                     np.sqrt(end**2 + squared_drop(flow=flow)))

# Pressure profile along the line
p_middle = np.sqrt(p_out**2 + S / 2)
p_last_tenth = np.sqrt(p_out**2 + S / 10)
assert close(march(p_out, length / 2), p_middle)
assert close(march(p_out, length / 10), p_last_tenth)

# Weak response to reactor pressure
sensitivity = p_out / p_in
step = 0.01 * p_out
numeric = (march(p_out + step, length) - march(p_out - step, length)) / (2 * step)
assert close(numeric, sensitivity, 1e-3)
p_in_half = np.sqrt((p_out / 2)**2 + S)
p_in_quarter_flow = np.sqrt(p_out**2 + S / 4)

# Frozen-density estimates lie on opposite sides of the marched answer
outlet_density = p_out + S / (2 * p_out)
inlet_density = (p_out + np.sqrt(p_out**2 + 2 * S)) / 2
assert inlet_density < march(p_out, length) < outlet_density

# A short wide line does not give a large ratio
wide_radius, short_length = 5e-3, 0.5
p_wide = np.sqrt(p_out**2 + squared_drop(bore_radius=wide_radius,
                                         span=short_length))
assert close(march(p_out, short_length, bore_radius=wide_radius), p_wide)
assert p_wide / p_out < 2 < p_in / p_out

# Vapour pickup: add vapour until its partial pressure reaches saturation


def pickup(total_pressure):
    return carrier * p_vapour / (total_pressure - p_vapour)


for pressure in (p_out, p_in):
    added = brentq(lambda v: v / (v + carrier) * pressure - p_vapour,
                   0, 10 * carrier, xtol=1e-18)
    assert close(added, pickup(pressure), 1e-8)

# Wall slip
path_p = free_path_times_p(viscosity, molar_mass)
b = 8 * path_p / radius
p_slip = -b / 2 + np.sqrt((p_out + b / 2)**2 + S)
assert close(march(p_out, length, slip=True), p_slip)

# Inertia and choking
flux = carrier * molar_mass / (np.pi * radius**2)
beta_a = 4 / 3 * flux**2 * Rg * T / molar_mass


def inertial_inlet(end):
    low = np.sqrt(end**2 + S)
    return brentq(lambda p: p**2 - end**2 - S - 2 * beta_a * np.log(p / end),
                  low, 3 * low)


p_inertia = inertial_inlet(p_out)
assert close(march(p_out, length, inertia=True), p_inertia)
assert close(march(p_out, length, inertia=True) - march(p_out, length),
             p_inertia - p_in, 0.01)
p_choke = np.sqrt(beta_a)
lowest = minimize_scalar(inertial_inlet, bounds=(0.3 * p_choke, 3 * p_choke),
                         method="bounded", options={"xatol": 1e-5})
assert close(lowest.x, p_choke, 0.01)

# Valve bore in series at the bubbler end
S_valve = squared_drop(bore_radius=valve_radius, span=valve_length)
p_valve = np.sqrt(p_out**2 + S + S_valve)
assert close(march(march(p_out, length), valve_length,
                   bore_radius=valve_radius), p_valve)

# Vapour loading; Wilke's semi-empirical rule estimates mixture viscosity


def mixture_viscosity(x, mu=(viscosity, vapour_viscosity),
                      mass=(molar_mass, vapour_mass)):
    parts = (1 - x, x)
    total = 0.0
    for i in range(2):
        weight = 0.0
        for j in range(2):
            top = (1 + np.sqrt(mu[i] / mu[j]) * (mass[j] / mass[i])**0.25)**2
            weight += parts[j] * top / np.sqrt(8 * (1 + mass[i] / mass[j]))
        total += parts[i] * mu[i] / weight
    return total


# Splitting one gas into two identical parts must not change its viscosity
assert close(mixture_viscosity(0.3, (viscosity,) * 2, (molar_mass,) * 2),
             viscosity, 1e-12)


def loaded_residual(p):
    x = p_vapour / p
    return p**2 - p_out**2 - squared_drop(carrier / (1 - x),
                                          mixture_viscosity(x))


p_loaded = brentq(loaded_residual, 0.5 * p_in, 2 * p_in)
x_loaded = p_vapour / p_loaded
assert close(march(p_out, length, flow=carrier + pickup(p_loaded),
                   mu=mixture_viscosity(x_loaded)), p_loaded)

# All four corrections together, iterated to self-consistency
p_all = p_in
for _ in range(12):
    previous = p_all
    x = p_vapour / p_all
    options = dict(flow=carrier / (1 - x), mu=mixture_viscosity(x),
                   mass=(1 - x) * molar_mass + x * vapour_mass,
                   slip=True, inertia=True)
    p_all = march(march(p_out, length, **options), valve_length,
                  bore_radius=valve_radius, **options)
assert close(p_all, previous, 1e-7)
assert abs(p_all / p_in - 1) < 0.1

# Settling of the headspace after a small disturbance
settling = headspace * S / (2 * p_in * carrier * Rg * T_bubbler)
relax = solve_ivp(
    lambda t, p: Rg * T_bubbler / headspace * carrier
    * (1 - (p**2 - p_out**2) / S),
    (0, settling), [1.01 * p_in], rtol=1e-10, atol=1e-8)
assert close((relax.y[0, -1] - p_in) / (0.01 * p_in), np.exp(-1), 0.02)

# Regime checks
reynolds = 2 * radius * flux / viscosity
exit_speed = flux * Rg * T / (molar_mass * p_out)
mach = exit_speed / np.sqrt(1.4 * Rg * T / molar_mass)
knudsen = path_p / (p_out * 2 * radius)
# For a parabolic profile the kinetic energy per mass is the mean speed squared
cooling = exit_speed**2 / (3.5 * Rg / molar_mass)
assert reynolds < 2000 and mach < 0.3 and knudsen < 0.1


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Line temperature", T, "K")
show("Line bore", 2e3 * radius, "mm")
show("Line length", length, "m")
show("Carrier viscosity (rough)", viscosity * 1e6, "uPa s")
show("Carrier molar mass", molar_mass * 1e3, "g/mol")
show("Carrier flow", carrier / sccm, "sccm")
show("Carrier molar flow", carrier, "mol/s")
show("Reactor pressure", p_out / torr, "Torr")
show("Squared-pressure drop S", S / torr**2, "Torr^2")
show("Floor sqrt(S)", floor / torr, "Torr")
show("Bubbler pressure, formula", p_in / torr, "Torr", 5)
show("Bubbler pressure, march", march(p_out, length) / torr, "Torr", 5)
show("Bubbler pressure in SI", p_in, "Pa")
show("Pressure ratio", p_in / p_out)
show("Pressure at mid-line", p_middle / torr, "Torr")
show("Pressure 10% of length before exit", p_last_tenth / torr, "Torr")
show("Sensitivity dp_in/dp_out", sensitivity)
show("Bubbler pressure, reactor halved", p_in_half / torr, "Torr", 5)
show("Fall of bubbler pressure then", (p_in - p_in_half) / torr, "Torr", 3)
show("Fall under a linear law", 0.5 * p_out / torr, "Torr", 3)
show("Bubbler pressure, quarter flow", p_in_quarter_flow / torr, "Torr")
show("Estimate with outlet density", outlet_density / torr, "Torr")
show("Estimate with inlet density", inlet_density / torr, "Torr")
show("Wide line bore", 2e3 * wide_radius, "mm")
show("Wide line length", short_length, "m")
show("Bubbler pressure, wide line", p_wide / torr, "Torr")
show("Precursor vapour pressure (rough)", p_vapour / torr, "Torr")
show("Precursor flow, bubbler pressure", pickup(p_in) / sccm, "sccm")
show("Precursor flow, reactor pressure", pickup(p_out) / sccm, "sccm")
show("Overstatement factor", pickup(p_out) / pickup(p_in))
show("Reynolds number", reynolds, digits=3)
show("Exit mean speed", exit_speed, "m/s", 3)
show("Exit Mach number", mach, digits=3)
show("Exit Knudsen number (path/bore)", knudsen, digits=3)
show("Expansion cooling bound at exit", cooling, "K", 3)
show("Choking exit pressure", p_choke / torr, "Torr", 3)
show("Shift of p_in from slip", 100 * (p_slip / p_in - 1), "%", 3)
show("Shift of p_in from inertia", 100 * (p_inertia / p_in - 1), "%", 3)
show("Precursor molar mass (rough)", vapour_mass * 1e3, "g/mol")
show("Precursor viscosity (rough)", vapour_viscosity * 1e6, "uPa s")
show("Vapour mole fraction", x_loaded, digits=3)
show("Mixture viscosity", mixture_viscosity(x_loaded) * 1e6, "uPa s", 3)
show("Shift of p_in from vapour", 100 * (p_loaded / p_in - 1), "%", 3)
show("Valve bore", 2e3 * valve_radius, "mm")
show("Valve bore length", valve_length * 1e3, "mm")
show("Shift of p_in from valve", 100 * (p_valve / p_in - 1), "%", 3)
show("Bubbler pressure, all four effects", p_all / torr, "Torr")
show("Shift of p_in, all four effects", 100 * (p_all / p_in - 1), "%", 3)
show("Precursor flow, all four effects", pickup(p_all) / sccm, "sccm")
show("Bubbler temperature", T_bubbler, "K")
show("Headspace volume", headspace * 1e6, "cm^3")
show("Headspace settling time", settling, "s", 3)
print("all assertions hold")
```

Printed output:

```
Line temperature: 373 K
Line bore: 4 mm
Line length: 2 m
Carrier viscosity (rough): 21 uPa s
Carrier molar mass: 28 g/mol
Carrier flow: 50 sccm
Carrier molar flow: 3.718e-05 mol/s
Reactor pressure: 1 Torr
Squared-pressure drop S: 86.72 Torr^2
Floor sqrt(S): 9.313 Torr
Bubbler pressure, formula: 9.3661 Torr
Bubbler pressure, march: 9.366 Torr
Bubbler pressure in SI: 1249 Pa
Pressure ratio: 9.366
Pressure at mid-line: 6.66 Torr
Pressure 10% of length before exit: 3.11 Torr
Sensitivity dp_in/dp_out: 0.1068
Bubbler pressure, reactor halved: 9.326 Torr
Fall of bubbler pressure then: 0.0401 Torr
Fall under a linear law: 0.5 Torr
Bubbler pressure, quarter flow: 4.762 Torr
Estimate with outlet density: 44.36 Torr
Estimate with inlet density: 7.104 Torr
Wide line bore: 10 mm
Wide line length: 0.5 m
Bubbler pressure, wide line: 1.247 Torr
Precursor vapour pressure (rough): 0.3 Torr
Precursor flow, bubbler pressure: 1.655 sccm
Precursor flow, reactor pressure: 21.43 sccm
Overstatement factor: 12.95
Reynolds number: 15.8
Exit mean speed: 68.8 m/s
Exit Mach number: 0.175
Exit Knudsen number (path/bore): 0.0164
Expansion cooling bound at exit: 4.56 K
Choking exit pressure: 0.239 Torr
Shift of p_in from slip: -1.24 %
Shift of p_in from inertia: 0.145 %
Precursor molar mass (rough): 350 g/mol
Precursor viscosity (rough): 9 uPa s
Vapour mole fraction: 0.0328
Mixture viscosity: 19.4 uPa s
Shift of p_in from vapour: -2.33 %
Valve bore: 2 mm
Valve bore length: 10 mm
Shift of p_in from valve: 3.88 %
Bubbler pressure, all four effects: 9.437 Torr
Shift of p_in, all four effects: 0.76 %
Precursor flow, all four effects: 1.642 sccm
Bubbler temperature: 333 K
Headspace volume: 300 cm^3
Headspace settling time: 1.8 s
all assertions hold
```
